# Detailed Balance and the Grand-Canonical Distribution of a Finite Lattice Gas: a numerical check

```python
# Result under test: if adsorption/desorption and hop pairs obey detailed balance,
# pi(n) = exp(-(F(n) - mu N(n))/(kB T))/Xi is stationary on a finite lattice.
# n: occupation pattern stored as bits; N: particle number; U: lattice energy;
# F = U - N kB T ln(q), q: vibrational partition function of one adsorbate;
# mu: ideal-gas chemical potential; W[n,m]: rate from n to m, with diagonal
# W[n,n] = -(escape rate), so that a row vector P obeys dP/dt = P W.
import random
from bisect import bisect_right
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

kB, h = const.k, const.h


def build_generator(sites, bonds, ports, add, remove, hop):
    """Master-equation generator; only sites in ports exchange with the gas."""
    W = np.zeros((2**sites, 2**sites))
    for n in range(2**sites):
        for i in ports:
            m = n ^ (1 << i)
            W[n, m] += remove(n, m) if n >> i & 1 else add(n, m)
        for a, b in bonds:
            for i, j in ((a, b), (b, a)):
                if n >> i & 1 and not n >> j & 1:
                    m = n ^ (1 << i) ^ (1 << j)
                    W[n, m] += hop(n, m, i, j)
    W -= np.diag(W.sum(axis=1))
    return W


def stationary(W):
    """Solve P W = 0 with sum(P) = 1, without using any Boltzmann factor."""
    A = W.T / np.abs(W).max()
    A[-1, :] = 1.0
    b = np.zeros(len(W))
    b[-1] = 1.0
    return np.linalg.solve(A, b)


def distance(P, Q):
    return 0.5 * np.abs(P - Q).sum()


def boltzmann(reduced_energy):
    w = np.exp(-(reduced_energy - reduced_energy.min()))
    return w / w.sum()


# Model parameters
T = 500.0
mass = 100.0 * const.atomic_mass
pressure = 1.0
area = 2.0e-19
binding = -1.80e-19
extra_corner = -1.0e-20
repulsion = 1.0e-20
frequency = 1.0e12
barrier = 1.3e-19
kT = kB * T
sites = 6
bonds = [(0, 1), (1, 2), (3, 4), (4, 5), (0, 3), (1, 4), (2, 5)]
number = np.array([bin(n).count("1") for n in range(2**sites)])
U = np.array([binding * number[n] + extra_corner * (n & 1)
              + repulsion * sum((n >> a & 1) * (n >> b & 1) for a, b in bonds)
              for n in range(2**sites)])
wavelength = h / np.sqrt(2 * np.pi * mass * kT)
q = (1 - np.exp(-h * frequency / kT))**-3

# Gas flux from the Maxwell velocity distribution
v0 = np.sqrt(kT / mass)
mean_inward = v0 * quad(lambda x: x * np.exp(-x*x/2) / np.sqrt(2*np.pi), 0, 12)[0]
flux_quadrature = pressure / kT * mean_inward
flux_formula = pressure / np.sqrt(2 * np.pi * mass * kT)
assert abs(flux_quadrature / flux_formula - 1) < 1e-9
# Thermal wavelength from the levels of a particle in a box
box = 1.0e-9
k = np.arange(1, 4000)
box_sum = np.exp(-(h * k)**2 / (8 * mass * box**2 * kT)).sum()
assert abs(box_sum / (box / wavelength - 0.5) - 1) < 1e-9
# Vibrational partition function from its levels, energies above the ground level
q_sum = np.exp(-h * frequency * np.arange(2000) / kT).sum()**3
assert abs(q_sum / q - 1) < 1e-10


def chemical_potential(p):
    return kT * np.log(p * wavelength**3 / kT)


def grand_distribution(p):
    return boltzmann((U - number * (kT * np.log(q) + chemical_potential(p))) / kT)


desorption_prefactor = kT / h * area / wavelength**2 / q


def desorb(n, m):
    return desorption_prefactor * np.exp((U[n] - U[m]) / kT)


def good_hop(n, m, i, j):
    return frequency * np.exp(-(barrier + (U[m] - U[n]) / 2) / kT)


def surface_generator(p, hop=good_hop, ports=range(sites)):
    arrival = p * area / np.sqrt(2 * np.pi * mass * kT)
    return build_generator(sites, bonds, ports, lambda n, m: arrival, desorb, hop)


print("temperature %.0f K, mass 100 u = %.4e kg" % (T, mass))
print("site area %.2e m^2, pressure %.1f Pa" % (area, pressure))
print("binding energy %.2e J, extra at corner site 0 %.2e J" % (binding, extra_corner))
print("neighbour repulsion %.2e J, hop barrier B %.2e J" % (repulsion, barrier))
print("vibration and hop attempt frequency %.1e 1/s" % frequency)
print("kB T = %.4e J, thermal wavelength = %.4e m" % (kT, wavelength))
print("vibrational partition function q = %.2f" % q)
mu = chemical_potential(pressure)
print("gas chemical potential = %.4e J" % mu)
print("adsorption rate per empty site = %.2f 1/s" % (flux_formula * area))
print("desorption prefactor = %.4e 1/s" % desorption_prefactor)

# Master equation against the grand-canonical distribution at three pressures
for p in (0.1, 1.0, 10.0):
    P, Q = stationary(surface_generator(p)), grand_distribution(p)
    assert distance(P, Q) < 1e-9
    print("p = %4.1f Pa: coverage master eq. %.6f, Boltzmann %.6f"
          % (p, P @ number / sites, Q @ number / sites))

W = surface_generator(pressure)
pi = grand_distribution(pressure)
flow = pi[:, None] * W
assert np.allclose(flow, flow.T, rtol=1e-9, atol=0)
n0 = 1 << 1 | 1 << 3
for name, m0 in (("adsorption on site 4", n0 | 1 << 4),
                 ("hop from site 3 to 4", 1 << 1 | 1 << 4)):
    print("start: sites 1,3 filled; event: " + name)
    print("  energy change U(end)-U(start) = %.4e J" % (U[m0] - U[n0]))
    print("  probabilities start %.6e, end %.6e" % (pi[n0], pi[m0]))
    print("  rates forward %.4f, backward %.4f 1/s" % (W[n0, m0], W[m0, n0]))
    print("  fluxes forward %.6f, backward %.6f 1/s" % (flow[n0, m0], flow[m0, n0]))

# Arbitrary graphs and many-body energies; gas exchange at one site only
rng = np.random.default_rng(11)
rules = [lambda d: min(1.0, np.exp(-d)), lambda d: 1 / (1 + np.exp(d)),
         lambda d: np.exp(-d / 2)]
worst = 0.0
trials = 30
for trial in range(trials):
    size = 5
    graph = {(int(rng.integers(j)), j) for j in range(1, size)}
    graph |= {(i, j) for j in range(size) for i in range(j) if rng.random() < 0.3}
    energy = rng.normal(0, 1.5, 2**size)
    c = np.exp(rng.uniform(-2, 2, (2**size, 2**size)))
    c = np.sqrt(c * c.T)
    rule = rules[trial % 3]

    def rate(n, m, *unused):
        return c[n, m] * rule(energy[m] - energy[n])
    G = build_generator(size, sorted(graph), [0], rate, rate, rate)
    worst = max(worst, distance(stationary(G), boltzmann(energy)))
assert worst < 1e-9
print("%d random 5-site lattices: largest distance %.1e" % (trials, worst))

# Number of independent stationary distributions
root = np.sqrt(pi)


def spectrum(G):
    S = root[:, None] * G / root[None, :]
    assert np.allclose(S, S.T, rtol=1e-8, atol=1e-9 * np.abs(S).max())
    return np.linalg.eigvalsh((S + S.T) / 2)


counts = []
for ports in ([], [0], range(sites)):
    ev = spectrum(surface_generator(pressure, ports=ports))
    assert ev.max() < 1e-9 * np.abs(ev).max()
    counts.append(int((np.abs(ev) < 1e-9 * np.abs(ev).max()).sum()))
assert counts == [sites + 1, 1, 1]
print("zero modes: hops only %d, one exchange site %d, all exchange %d" % tuple(counts))
relaxation = -1 / np.sort(ev)[-2]
print("slowest relaxation time = %.4e s" % relaxation)

# Relaxation from the empty surface
start = np.zeros(2**sites)
start[0] = 1.0


def evolve(t):
    return start @ expm(W * t)


def relative_entropy(P):
    use = P > 0
    return (P[use] * np.log(P[use] / pi[use])).sum()


last = relative_entropy(start)
print("t = 0 s: coverage 0 by choice, D = %.6f" % last)
for t in (1e-4, 2e-4, 5e-4, 1e-3):
    P = evolve(t)
    D = relative_entropy(P)
    assert D < last
    last = D
    print("t = %.0e s: coverage %.6f, D = %.4e" % (t, P @ number / sites, D))
t, dt = 2e-4, 1e-7
slope = (relative_entropy(evolve(t + dt)) - relative_entropy(evolve(t - dt))) / (2*dt)
X = evolve(t)[:, None] * W
a, b = np.nonzero(np.triu(W, 1))
decay = -((X[a, b] - X[b, a]) * np.log(X[a, b] / X[b, a])).sum()
assert abs(slope / decay - 1) < 1e-5
print("dD/dt at 2e-04 s: difference %.4f, flux formula %.4f 1/s" % (slope, decay))

# A hop rule that ignores the energy change
bad_rate = frequency * np.exp(-barrier / kT)
bad_W = surface_generator(pressure, hop=lambda *args: bad_rate)
bad = stationary(bad_W)
bad_flow = bad[:, None] * bad_W
assert distance(bad, pi) > 1e-3
print("energy-blind hop rate = %.2f 1/s" % bad_rate)
print("energy-blind hops: coverage %.6f, distance from pi %.6f"
      % (bad @ number / sites, distance(bad, pi)))
print("  largest net probability flux = %.4f 1/s" % np.abs(bad_flow - bad_flow.T).max())

# Stationarity without detailed balance: one-way hops on a ring, no interactions
ring = [(0, 1), (1, 2), (2, 3), (3, 0)]
ads, des, turn = 1000.0, 500.0, 1000.0
R = build_generator(4, ring, range(4), lambda n, m: ads, lambda n, m: des,
                    lambda n, m, i, j: turn if j == (i + 1) % 4 else 0.0)
ring_P = stationary(R)
ring_N = np.array([bin(n).count("1") for n in range(16)])
assert distance(ring_P, boltzmann(-ring_N * np.log(ads / des))) < 1e-10
current = turn * sum(ring_P[n] for n in range(16) if n & 1 and not n & 2)
assert current > 1.0
print("4-site ring: adsorption %.0f, desorption %.0f, one-way hop %.0f 1/s"
      % (ads, des, turn))
print("  coverage %.6f, particle current %.4f 1/s" % (ring_P @ ring_N / 4, current))

# Rejection-free Monte Carlo: residence-time and event averages
escape = -np.diag(W)
event_pi = pi * escape / (pi @ escape)
assert distance(event_pi, pi) > 0.01
table = []
for n in range(2**sites):
    targets = [m for m in range(2**sites) if m != n and W[n, m] > 0]
    table.append((targets, np.cumsum(W[n, targets]).tolist(), int(number[n])))
source = random.Random(7)
state, blocks, steps = 0, 40, 10000
time_means, event_means = [], []
for block in range(blocks + 1):
    elapsed = weighted = visited = 0.0
    for step in range(steps):
        targets, cumulative, count = table[state]
        wait = source.expovariate(cumulative[-1])
        elapsed += wait
        weighted += wait * count
        visited += count
        pick = bisect_right(cumulative, source.random() * cumulative[-1],
                            0, len(cumulative) - 1)
        state = targets[pick]
    if block > 0:
        time_means.append(weighted / elapsed / sites)
        event_means.append(visited / steps / sites)
print("Monte Carlo: %d events after %d discarded" % (blocks * steps, steps))
for label, sample, exact in (("time-weighted", time_means, pi @ number / sites),
                             ("event-weighted", event_means, event_pi @ number / sites)):
    mean = np.mean(sample)
    error = np.std(sample, ddof=1) / np.sqrt(blocks)
    assert abs(mean - exact) < 5 * error
    assert error < 0.01
    print("%s coverage: simulated %.5f +/- %.5f, predicted %.5f"
          % (label, mean, error, exact))

print("ALL CHECKS PASSED")
```

Output:

```
temperature 500 K, mass 100 u = 1.6605e-25 kg
site area 2.00e-19 m^2, pressure 1.0 Pa
binding energy -1.80e-19 J, extra at corner site 0 -1.00e-20 J
neighbour repulsion 1.00e-20 J, hop barrier B 1.30e-19 J
vibration and hop attempt frequency 1.0e+12 1/s
kB T = 6.9032e-21 J, thermal wavelength = 7.8076e-12 m
vibrational partition function q = 1304.43
gas chemical potential = -2.0921e-19 J
adsorption rate per empty site = 2356.62 1/s
desorption prefactor = 2.6205e+13 1/s
p =  0.1 Pa: coverage master eq. 0.419377, Boltzmann 0.419377
p =  1.0 Pa: coverage master eq. 0.668708, Boltzmann 0.668708
p = 10.0 Pa: coverage master eq. 0.887104, Boltzmann 0.887104
start: sites 1,3 filled; event: adsorption on site 4
  energy change U(end)-U(start) = -1.6000e-19 J
  probabilities start 1.003833e-03, end 1.050597e-03
  rates forward 2356.6163, backward 2251.7203 1/s
  fluxes forward 2.365650, backward 2.365650 1/s
start: sites 1,3 filled; event: hop from site 3 to 4
  energy change U(end)-U(start) = 1.0000e-20 J
  probabilities start 1.003833e-03, end 2.358008e-04
  rates forward 3213.1297, backward 13678.6955 1/s
  fluxes forward 3.225447, backward 3.225447 1/s
30 random 5-site lattices: largest distance 1.9e-14
zero modes: hops only 7, one exchange site 1, all exchange 1
slowest relaxation time = 1.6631e-04 s
t = 0 s: coverage 0 by choice, D = 12.789370
t = 1e-04 s: coverage 0.207818, D = 5.9644e+00
t = 2e-04 s: coverage 0.364254, D = 2.7389e+00
t = 5e-04 s: coverage 0.598466, D = 1.7416e-01
t = 1e-03 s: coverage 0.664574, D = 5.7945e-04
dD/dt at 2e-04 s: difference -22216.7761, flux formula -22216.7744 1/s
energy-blind hop rate = 6629.59 1/s
energy-blind hops: coverage 0.628509, distance from pi 0.367938
  largest net probability flux = 181.0551 1/s
4-site ring: adsorption 1000, desorption 500, one-way hop 1000 1/s
  coverage 0.666667, particle current 222.2222 1/s
Monte Carlo: 400000 events after 10000 discarded
time-weighted coverage: simulated 0.66934 +/- 0.00066, predicted 0.66871
event-weighted coverage: simulated 0.65912 +/- 0.00062, predicted 0.65853
ALL CHECKS PASSED
```
